# Effective Diffusivity of a Vapour with Fast Monomer–Dimer Exchange

## 1. A number to explain

Phosphorus vapour, dilute in nitrogen at 1200 K and 760 Torr, contains P$_2$ and P$_4$. Take P$_2$ as the monomer and P$_4$ as its dimer. At one point the partial pressures are 5.0 Torr of P$_2$ and 2.5 Torr of P$_4$. A dimer holds two units, so half of the units travel as monomers and half as dimers. With diffusivities of 1.2 and 0.8 cm²/s, the mean over units is 1.00 cm²/s. Yet the coefficient that multiplies the local gradient of total units is 0.933 cm²/s.

The difference lies in what happens to added material. If the total rises slightly at this point, one third of the added units end up in monomers and two thirds in dimers. The gradient is weighted in the same way:

$$\tfrac13(1.2)+\tfrac23(0.8)=0.933\ \text{cm}^2/\text{s}.$$

The derivation below shows where the fractions come from and how fast the exchange must be.

## 2. Model and conventions

Let $c_1$ and $c_2$ be the numbers of monomers and dimers per volume, with diffusivities $D_1$ and $D_2$ in the carrier. The total number of monomer units per volume is

$$c_T=c_1+2c_2 .$$

The reaction is $2A\rightleftharpoons A_2$. Its net rate $R$ counts dimers dissociated per volume and time:

$$R=k_dc_2-k_ac_1^2 .$$

At equilibrium $R=0$, which gives $c_2=Kc_1^2$ with $K=k_a/k_d$.

The gas is ideal, with uniform temperature and pressure. The precursor is dilute, so each species meets mainly carrier molecules and obeys Fick's law with its own constant diffusivity. Bulk flow, thermal diffusion and larger clusters are left out. Each dissociation removes one dimer and creates two monomers:

$$\partial_tc_1=D_1\nabla^2c_1+2R,\qquad \partial_tc_2=D_2\nabla^2c_2-R .$$

## 3. Removing the reaction rate

Add the first balance to twice the second. The terms $+2R$ and $-2R$ cancel, because the reaction conserves units:

$$\partial_tc_T=\nabla^2\Phi,\qquad \Phi=D_1c_1+2D_2c_2. \tag{1}$$

The flux of units is $\mathbf J=-\nabla\Phi$. Within the model, (1) holds at any reaction rate.

Fast exchange does not mean that $R$ can be dropped from the separate balances. The dimer balance gives

$$R=D_2\nabla^2c_2-\partial_tc_2, \tag{2}$$

which is generally finite: diffusion keeps disturbing the composition, and reaction keeps restoring it. What becomes small is the imbalance

$$\delta=c_2-Kc_1^2=\frac{R}{k_d}. \tag{3}$$

With $K$ fixed and $k_d$ large, a finite $R$ needs a small $\delta$. This is why the equilibrium relation may be used in (1) although conversion continues.

## 4. The effective diffusivity

Insert $c_2=Kc_1^2$ into the total:

$$2Kc_1^2+c_1-c_T=0 .$$

The root that is not negative is

$$c_1=\frac{s-1}{4K},\qquad s=\sqrt{1+8Kc_T}, \tag{4}$$

and therefore $1+4Kc_1=s$.

Both $c_T$ and $\Phi$ are now functions of $c_1$ alone:

$$\frac{dc_T}{dc_1}=1+4Kc_1,\qquad \frac{d\Phi}{dc_1}=D_1+4KD_2c_1 .$$

In each factor 4, one 2 counts the units in a dimer and the other comes from differentiating $c_1^2$. By the chain rule, $\nabla\Phi=(d\Phi/dc_T)\nabla c_T$, so

$$D_{\rm eff}=\frac{d\Phi/dc_1}{dc_T/dc_1}=\frac{D_1+4KD_2c_1}{1+4Kc_1}.$$

Replace $4Kc_1$ by $s-1$:

$$D_{\rm eff}=\frac{D_1+D_2(s-1)}{s}=D_2+\frac{D_1-D_2}{\sqrt{1+8Kc_T}}. \tag{5}$$

The transport equation is

$$\partial_tc_T=\nabla\cdot\left[D_{\rm eff}(c_T)\nabla c_T\right]. \tag{6}$$

The coefficient must stay inside the divergence, since it varies in space with $c_T$.

The weights have a direct meaning. Of a small addition $dc_T$, the fraction $dc_1/dc_T=1/s$ goes into monomers and the rest, $1-1/s$, into dimers. In the example $s=3$, which gives the thirds of Section 1.

**Limits.** For $Kc_T\ll1$, $s\simeq1+4Kc_T$ and

$$D_{\rm eff}\simeq D_1-4(D_1-D_2)Kc_T .$$

The vapour is then nearly all monomer. For $Kc_T\gg1$,

$$D_{\rm eff}\simeq D_2+\frac{D_1-D_2}{\sqrt{8Kc_T}} .$$

The approach to the dimer value is slow, as an inverse square root. If $D_1=D_2$, the concentration dependence disappears, although the composition still varies.

## 5. Two averages with different uses

The mean diffusivity weighted by the units present is

$$\bar D=\frac{D_1c_1+2D_2c_2}{c_T}=\frac{\Phi}{c_T}.$$

To write it in terms of $s$, use $c_T=(s^2-1)/(8K)$ and (4):

$$\frac{c_1}{c_T}=\frac{s-1}{4K}\,\frac{8K}{(s-1)(s+1)}=\frac{2}{1+s}.$$

The dimer share is $1-2/(1+s)$, hence

$$\bar D=D_2+\frac{2(D_1-D_2)}{1+s}. \tag{7}$$

Since $d\Phi=D_{\rm eff}\,dc_T$ and $\Phi(0)=0$,

$$\bar D(c_T)=\frac1{c_T}\int_0^{c_T}D_{\rm eff}(u)\,du .$$

Thus $\bar D$ is the average of the local coefficient from zero to $c_T$. When $D_1>D_2$, $D_{\rm eff}$ falls with concentration, so its value at the upper end lies below this average.

There is a case in which $\bar D$ is the correct local coefficient. Let $c_T$ be uniform and mark a few units without changing their properties. Let $u_1$ and $u_2$ be the densities of marked units in monomers and dimers. Fast exchange distributes them like all other units, $u_1:u_2=c_1:2c_2$. These proportions are uniform, so the marked flux is

$$-D_1\nabla u_1-D_2\nabla u_2=-\bar D\,\nabla(u_1+u_2).$$

Marking units leaves the chemical composition alone. A gradient of total concentration changes it from place to place, and that requires $D_{\rm eff}$.

A transient shows the size of the difference. A closed 1 cm gap starts at equilibrium. Its total of units, written with partial pressures as $p_1+2p_2$, is $0.1+10\exp[-(x/0.3\,\text{cm})^2]$ Torr. After 0.05 s, equation (6) differs from the two-species solution with $k_d=10^4$ s$^{-1}$ by less than 0.0001 Torr. Putting $\bar D$ in place of $D_{\rm eff}$ raises the largest difference to 0.127 Torr.

If exchange is switched off instead, the two-species solution differs from (6) by at most 0.023 Torr. At this early stage, therefore, the wrong coefficient does more harm than the absence of reaction. One reason is the equilibrium start: at the first instant the frozen mixture has the same $\Phi$, and hence the same total flux, as the reacting one. The wrong coefficient gives a wrong flux from the outset. The frozen mixture drifts away from equilibrium, and its error grows to about 0.06 Torr near 0.16 s, half the largest error of the wrong coefficient. It becomes the larger of the two only after about 0.23 s, when both are already falling; both vanish as the closed gap becomes uniform.

## 6. Steady transport across a gap

Let the source be at $x=0$ and the sink at $x=L$, both with equilibrium composition. In steady state (1) becomes $\Phi''=0$. Thus $\Phi$ is linear and

$$J=\frac{\Phi(0)-\Phi(L)}L. \tag{8}$$

This flux does not depend on the reaction rate, because (1) contains no $R$ and the wall compositions fix both values of $\Phi$. Agreement with (8) under these wall conditions is therefore no evidence of fast exchange. The concentration profile does depend on the rate.

Concentrations can be expressed as partial pressures, $p_i=c_ik_BT$. The total of units becomes $p_T=c_Tk_BT=p_1+2p_2$, which counts each dimer twice and is not the pressure of the gas. The equilibrium constant is then $K_p=p_2/p_1^2$, and $K_pp_T=Kc_T$ has no dimension. From here on, in numerical work, $K$ stands for $K_p$.

The example uses the rough value $K=0.10$ Torr$^{-1}$, a chosen gap of 1.0 cm, a source with $p_T=10$ Torr and an empty sink. At the source

$$s=\sqrt{1+8(0.10)(10)}=3,\qquad p_1=\frac{3-1}{0.40}=5.0\ \text{Torr},$$

$$p_2=0.10(5.0)^2=2.5\ \text{Torr}.$$

The potential and flux are

$$\Phi(0)=1.2(5.0)+2(0.8)(2.5)=10\ \text{Torr cm}^2/\text{s},$$

$$J=10\ \text{Torr cm/s}.$$

At 1200 K, 1 Torr corresponds to $8.05\times10^{15}$ molecules per cm³. The flux is therefore $8.0\times10^{16}$ P$_2$ units per cm² and second, or about 30 mg cm$^{-2}$ h$^{-1}$.

Halfway across, $\Phi=5$ Torr cm²/s. In the fast limit $p_1$ satisfies

$$1.2p_1+0.16p_1^2=5,$$

where $p_1$ is in Torr. The positive root is 2.98 Torr. Then $p_2=0.89$ Torr and $p_T=4.76$ Torr, below the 5 Torr of a straight profile. The profile sags because the same flux passes every plane: where $D_{\rm eff}$ is smaller, near the source, the gradient must be steeper.

## 7. How fast is fast enough?

Consider first a uniform mixture out of equilibrium. Without diffusion, $\dot c_1=2R$ and $\dot c_2=-R$, so

$$\dot\delta=\dot c_2-2Kc_1\dot c_1=-(1+4Kc_1)R=-k_d(1+4Kc_1)\delta .$$

Near equilibrium the decay rate is $k_ds$. For variations of wavenumber $q$, local equilibrium needs $k_ds\gg Dq^2$, where $D$ is the larger diffusivity. With the chosen reference $k_d=1000$ s$^{-1}$, the decay rate at the source is 3000 s$^{-1}$.

**Imbalance in the steady gap.** Outside thin layers at the walls, where the imposed composition holds $\delta$ at zero, $R$ can be evaluated on the equilibrium profile to leading order in $1/k_d$. Differentiate $\Phi=D_1c_1+2KD_2c_1^2$ and use $\Phi'=-J$:

$$rc_1'=-J,\qquad r=D_1+4KD_2c_1 .$$

Since $r'=4KD_2c_1'=-4KD_2J/r$,

$$c_1''=\frac{Jr'}{r^2}=-\frac{4KD_2J^2}{r^3}.$$

Linearity of $\Phi$ requires $D_1c_1''+2D_2c_2''=0$, so $c_2''=2KD_1J^2/r^3$. Equations (2) and (3) give

$$\delta=\frac{D_2c_2''}{k_d}=\frac{2KD_1D_2J^2}{k_dr^3}. \tag{9}$$

The positive sign means an excess of dimers. They move toward lower concentration, where equilibrium favours monomers, and dissociate with a short delay.

To find the effect on the total, first hold $c_T$ fixed. Let $\Delta c_1$ and $\Delta c_2$ be the departures from equilibrium composition. Then $\Delta c_1=-2\Delta c_2$, and to first order

$$\Delta c_2=2Kc_1\Delta c_1+\delta=-4Kc_1\Delta c_2+\delta .$$

Thus $\Delta c_2=\delta/s$ and $\Delta c_1=-2\delta/s$. The potential changes by

$$D_1\Delta c_1+2D_2\Delta c_2=-\frac{2(D_1-D_2)\delta}{s}.$$

But $\Phi$ at each plane is fixed by (8). The total must shift to compensate:

$$\Delta c_T=\frac{2(D_1-D_2)\delta}{sD_{\rm eff}}. \tag{10}$$

At midplane $r=1.2+0.32(2.98)=2.15$ cm²/s, and (9) gives $\delta=1.92\times10^{-3}$ Torr. The full two-species solution gives $1.93\times10^{-3}$ Torr. The shift in $p_T$ is $7.1\times10^{-4}$ Torr from (10) and $7.2\times10^{-4}$ Torr from the full solution, negligible beside 4.76 Torr.

**Wall layers.** A wall can impose a composition that fast reaction in the gas would not choose. Let $a$ and $b$ be small steady disturbances of $c_1$ and $c_2$ about a uniform equilibrium state, and let $\eta=b-2Kc_1a$ be the linearised imbalance. The balances read

$$D_1a''=-2k_d\eta,\qquad D_2b''=k_d\eta .$$

Consequently

$$\eta''=b''-2Kc_1a''=\left(\frac{k_d}{D_2}+\frac{4k_ac_1}{D_1}\right)\eta=\frac{\eta}{\ell^2}. \tag{11}$$

The imbalance decays over the distance $\ell$. At $k_d=1000$ s$^{-1}$ this is 0.019 cm for the source composition and 0.028 cm near the empty sink, both small beside the gap. Equation (6) describes the region outside such layers.

## 8. A sink that takes monomers only

Suppose the sink consumes P$_2$ at once but does not react with P$_4$. Its conditions are $c_1(L)=0$ and $c_2'(L)=0$. The dimer concentration at the wall, $c_{2w}$, is no longer zero, and (8) becomes

$$J=\frac{\Phi(0)-2D_2c_{2w}}L. \tag{12}$$

For fast reaction, let $y$ be the distance from the sink. All the arriving flux is carried by monomers at the wall, so $c_1\simeq gy$ with $g=J/D_1$. The dimer balance is

$$D_2\frac{d^2c_2}{dy^2}=k_d(c_2-Kg^2y^2).$$

A particular solution is $c_2=Kg^2y^2+2Kg^2D_2/k_d$: both sides then equal $2Kg^2D_2$. Its slope vanishes at $y=0$. A decaying exponential would spoil that condition, and a growing one would not join the outer profile. Thus

$$c_{2w}\simeq\frac{2KD_2}{k_d}\left(\frac J{D_1}\right)^2. \tag{13}$$

With $J=10$ Torr cm/s and $k_d=1000$ s$^{-1}$, this is 0.011 Torr. The full wall value is 0.86 of the estimate; at $10^4$ s$^{-1}$ the ratio is 0.95. The estimate improves as the layer becomes thinner, because it neglects the curvature of $c_1$ across the layer.

With source composition and gap held fixed, the full solutions give these losses relative to 10 Torr cm/s:

| $k_d$ (s$^{-1}$) | Flux (Torr cm/s) | Loss |
|---:|---:|---:|
| 0 | 6.00 | 40% |
| 1 | 7.34 | 27% |
| 10 | 9.24 | 7.6% |
| 100 | 9.88 | 1.2% |
| 1000 | 9.98 | 0.15% |

Without reaction the dimers become uniform and carry no flux, which leaves $D_1p_1/L=6$ Torr cm/s. Fast dissociation lets the dimers deliver their units as monomers.

For the fast regime, put (13) into (12) with $J\simeq\Phi(0)/L$. The fractional loss is

$$\frac{2D_2c_{2w}}{\Phi(0)}\simeq\frac{4KD_2^2\Phi(0)}{D_1^2k_dL^2}.$$

This estimate lies above the table: 0.18% against 0.15% at 1000 s$^{-1}$, and 1.8% against 1.2% at 100 s$^{-1}$. The steady balances contain $k_d$ and $L$ only as $k_dL^2$ once $x$ is measured in units of $L$. At fixed source composition, halving the gap therefore requires four times the dissociation rate for the same fractional loss, small or large.

## 9. Beside real phosphorus vapour

The equilibrium constant, the diffusivities and the dissociation enthalpy of 2.4 eV are rough values for phosphorus near 1200 K. The enthalpy is close to the room-temperature value and is nearer 2.3 eV at 1200 K, and the true $K$ may be larger by up to a factor of about two. The dissociation rate in nitrogen is not assumed known, and 1000 s$^{-1}$ is a reference choice. For a sink that takes only P$_2$, this is a serious open point: the table spans losses from 0.15% to 40%. With equilibrium at both walls, the flux in this example depends only weakly on $K$. Equation (7) depends on $Kp_T$, so tripling $K$ at 10 Torr has the same effect on $\bar D$ as raising $p_T$ to 30 Torr: $\bar D$, and with it the equilibrium-wall flux, falls from 1.00 to 0.93 of its present value. A common percentage error in both diffusivities changes that flux by the same percentage. Elemental phosphorus does not condense at 1200 K, so the empty sink stands for a wall that consumes phosphorus by reaction. Holding source and sink at different temperatures, as condensation on a cold wall requires, would break the isothermal assumption. A uniform rise of 10 K raises $D_{\rm eff}$ at the source by 1.3% through $K$ alone, and by a similar amount again through $D_1$ and $D_2$, which grow roughly as $T^{1.7}$; larger differences call for a non-isothermal treatment.

The neglected effects estimated below are small for these inputs. With stagnant carrier, bulk flow carries units at $c_Tv$, where $v=(N_1+N_2)/n$, $N_i$ are the species fluxes and $n$ is the total gas density. Both species move toward the sink, so $N_1+N_2\le N_1+2N_2=J$. The bulk-flow share of $J$ is thus at most $c_T/n=p_T/P=1.3\%$. Collisions between precursor molecules should enter at the order of their mole fraction, 1.0% at the source.

Dissociation also absorbs heat. If $H$ is the enthalpy per dimer and $\lambda$ the carrier conductivity, $\lambda T''=HR=HD_2c_2''$. With both walls held at $T_0$ and an empty sink,

$$T-T_0=\frac{HD_2}{\lambda}\left[c_2(x)-c_2(0)\left(1-\frac xL\right)\right],$$

with $c_2$ here as a number density. For a rough $\lambda=0.08$ W m$^{-1}$ K$^{-1}$ the largest cooling is 1.2 K. Applied at midplane, it lowers $D_{\rm eff}$ by 0.16% through $K$ alone; the accompanying fall of $D_1$ and $D_2$ is of similar size.

The source gas is 1.9% denser than the carrier. With the source below the sink, this layering is stable. Free P atoms, at roughly $10^{-6}$ Torr, do not affect the count of units. The numerical output that follows lists the inputs and results.

## Table of computed values

```
Temperature 1200 K, gas pressure 760 Torr
1/K 10.0 Torr (rough); K 0.10 1/Torr
D1 (P2) 1.20, D2 (P4) 0.80 cm^2/s (rough)
Dissociation enthalpy 2.4 eV (rough)
Gap 1.0 cm, source total 10.0 Torr, sink 0 Torr
Source: s 3.000, P2 5.000, P4 2.500 Torr
pT   0.1 Torr: s 1.039, Deff 1.1849, mean 1.1923 cm^2/s
pT   1.0 Torr: s 1.342, Deff 1.0981, mean 1.1416 cm^2/s
pT   3.0 Torr: s 1.844, Deff 1.0169, mean 1.0813 cm^2/s
pT  10.0 Torr: s 3.000, Deff 0.9333, mean 1.0000 cm^2/s
pT  30.0 Torr: s 5.000, Deff 0.8800, mean 0.9333 cm^2/s
Deff at source 9.333e-05 m^2/s
Phi at source 10.000 Torr cm^2/s
Steady flux 10.000 Torr cm/s
Molecules per volume per Torr 8.047e+15 1/cm^3
Steady flux 8.047e+16 P2 units/(cm^2 s)
Steady mass flux 29.8 mg/(cm^2 h)
Midplane: P2 2.981, P4 0.889, total 4.759 Torr
Midplane Deff 0.9824 cm^2/s
Chosen reference kd 1000 1/s
Imbalance decay rate at source 3000 1/s
Wall layer at source 0.0185 cm
Wall layer at empty sink 0.0283 cm
Midplane imbalance: full 1.931e-03, formula 1.921e-03 Torr
Midplane total shift: full 7.172e-04, formula 7.134e-04 Torr
Sink taking only P2:
  no reaction: flux 6.000 Torr cm/s
  kd       1 1/s: flux 7.3400 Torr cm/s, loss 26.60 %
  kd      10 1/s: flux 9.2366 Torr cm/s, loss 7.63 %
  kd     100 1/s: flux 9.8783 Torr cm/s, loss 1.22 %
  kd    1000 1/s: flux 9.9848 Torr cm/s, loss 0.15 %
  kd   10000 1/s: flux 9.9983 Torr cm/s, loss 0.02 %
Wall dimer, full/formula: 0.858 at kd 1000 1/s, 0.946 at 10000 1/s
Transient at 0.05 s, largest differences in total:
  Deff equation vs pair, kd 10000 1/s: 0.00005 Torr
  Deff equation vs pair, kd 1000 1/s: 0.00055 Torr
  Deff equation vs frozen pair: 0.0231 Torr
  mean-D equation vs pair, kd 10000 1/s: 0.1270 Torr
Bulk-flow share of flux, upper size 1.32 %
Precursor mole fraction 0.99 %
Carrier conductivity 0.08 W/(m K) (rough)
Largest reaction cooling -1.16 K
Midplane Deff change from that cooling -0.16 %
Source Deff change for +10 K, via K only 1.26 %
Carrier viscosity 1.6 cm^2/s (rough)
Density excess 1.93 %, Rayleigh 9.8
Free P atoms at source, rough size 1e-06 Torr
```
